Layer order and the WKB exponent of a two-insulator contact

**Q:** An electron leaves a metal and tunnels through insulator A and then insulator B. You claim that with flat bands I may exchange the layers without changing the WKB exponent. Why should the electron not care which barrier it meets first?

**A:** Let E be the electron's energy, and let layer i have thickness d_i, tunnelling mass m_i, absolute permittivity ε_i and conduction-band edge φ_i above E when no field is present. I take abrupt layers, parabolic bands and no transverse momentum. Under a barrier of local height U the Schrödinger equation gives decay at the rate κ = √(2mU)/ħ. The WKB amplitude falls as exp(−∫κ dx), so the probability falls as exp(−S) with

S = 2 ∫ κ dx.

"Flat bands" means that there is no field in either insulator. Then κ is constant in each layer, and

S_AB = 2κ_A d_A + 2κ_B d_B = 2κ_B d_B + 2κ_A d_A = S_BA.

The subscript gives the order in which the electron meets the layers. Each layer contributes a number that depends on that layer alone, and a sum has no order.

**Q:** You have assumed that φ_A and φ_B stay the same when the layers are exchanged.

**A:** Yes, and that is a condition of the statement. If an interface dipole depends on which materials touch, the barriers change with the order. Since κ ∝ √φ, a small shift δ of φ_i changes 2κ_i d_i by κ_i d_i δ/φ_i, and flat bands do not protect against that.

Flat bands are also not the same as zero applied voltage. Electrodes with different work functions leave a built-in field at zero voltage. What matters below is v, the total fall of the electron's potential energy across the two insulators, built-in part included.

**Q:** Now apply a bias. The two layers are capacitors in series, and their voltages do not depend on order. Why is the exponent not again a sum of two fixed numbers?

**A:** The first half of that is right. With no charge at the junction, the displacement D is the same in both layers. Taking D as a magnitude, with the force driving the electron forward, the drops are

v_i = qD d_i/ε_i, v = v_A + v_B,

so that

qD = v/(d_A/ε_A + d_B/ε_B).

Nothing here depends on order. But the second layer starts at a potential energy already lowered by the drop in the first. In order AB the barrier of B begins at φ_B − v_A; in order BA it begins at φ_B. The contribution of B is no longer a property of B alone.

To first order in v, a layer's own drop lowers its mean barrier by v_i/2 in either order, so that part cancels in the comparison. Being second lowers the whole layer by the other layer's drop. By the rule for a small barrier shift, this removes κ_B d_B v_A/φ_B from S_AB and κ_A d_A v_B/φ_A from S_BA. Hence

S_AB − S_BA ≈ κ_A d_A v_B/φ_A − κ_B d_B v_A/φ_B.

The two terms have no reason to be equal.

**Q:** That is a first-order estimate. Could higher orders restore the balance?

**A:** The difference can be found within WKB without expanding in v. Use as variable the energy w that the electron has gained on its way. In layer i, dw = (qD/ε_i) dx, so dx = ε_i dw/(qD). The local barrier is φ_i − w. Define

g_i(w) = ε_i κ_i(w), G_i(w) = ∫₀^w g_i(w′) dw′.

In order AB, w runs from 0 to v_A in A and from v_A to v in B:

S_AB = (2/qD) [G_A(v_A) + G_B(v) − G_B(v_A)].

In order BA, it runs from 0 to v_B in B and from v_B to v in A:

S_BA = (2/qD) [G_B(v_B) + G_A(v) − G_A(v_B)].

Subtract, and collect the G_A terms and the G_B terms:

S_AB − S_BA = (2/qD) {[G_A(v_A) + G_A(v_B) − G_A(v)] − [G_B(v_A) + G_B(v_B) − G_B(v)]}.

With H = G_A − G_B this becomes

S_AB − S_BA = (2/qD) [H(v_A) + H(v_B) − H(v)].

No form of κ_i(w) has been used, so the identity also holds for non-parabolic bands. For parabolic bands,

G_i(w) = [2ε_i √(2m_i)/(3ħ)] [φ_i^(3/2) − (φ_i − w)^(3/2)],

where φ_i − w is replaced by zero once it becomes negative, because κ is zero there.

**Q:** I cannot read a sign from three values of H.

**A:** Write h = dH/dw = g_A − g_B and integrate its derivative over a rectangle:

∫₀^(v_A) ds ∫₀^(v_B) dt h′(s+t) = ∫₀^(v_A) ds [h(s+v_B) − h(s)] = H(v) − H(v_B) − H(v_A).

This is minus the bracket above, so

S_AB − S_BA = −(2/qD) ∫₀^(v_A) ds ∫₀^(v_B) dt h′(s+t).

Below the barrier tops, κ² = 2m(φ−w)/ħ². Differentiating gives 2κκ′ = −2m/ħ², or κ′ = −m/(ħ²κ). Therefore

−h′(w) = (1/ħ²) [ε_A m_A/κ_A(w) − ε_B m_B/κ_B(w)].

Since m/κ = ħ√(m/[2(φ−w)]), the quantity to compare is

p_i(w) = ε_i √(m_i/(φ_i − w)).

For parabolic bands, if p_A exceeds p_B for all w from 0 to v, then S_AB exceeds S_BA: putting the layer with the larger p first gives the larger exponent. A large permittivity matters because such a layer takes little of the voltage itself. It gives little help to a layer behind it, but gains from a large drop in front of it.

**Q:** Does this agree with your first-order estimate?

**A:** For small v the integrand is −h′(0) and the rectangle has area v_A v_B. Using v_i = qD d_i/ε_i,

v_A v_B/(qD) = qD d_A d_B/(ε_A ε_B) = v d_A d_B/(ε_B d_A + ε_A d_B).

Also m/(ħ²κ) = κ/(2φ) at w = 0. The factor 2 in front cancels this ½, and

S_AB − S_BA ≈ [v d_A d_B/(ε_B d_A + ε_A d_B)] [ε_A κ_A/φ_A − ε_B κ_B/φ_B].

Replacing the first factor by v_A v_B/(qD) and using ε_i = qD d_i/v_i returns the earlier estimate. The difference vanishes if either thickness goes to zero, as it must when only one layer is left.

**Q:** When does order not matter under bias?

**A:** Ask first that it should not matter at any small bias. The mean of s+t over the rectangle is v_A/2 + v_B/2 = v/2, so the average of h′ begins as h′(0) + (v/2)h″(0). Both coefficients must vanish. Up to a common factor, g_i′ is ε_i√m_i (φ_i−w)^(−1/2), and up to another it gives g_i″ as ε_i√m_i (φ_i−w)^(−3/2). The conditions are

ε_A √m_A φ_A^(−1/2) = ε_B √m_B φ_B^(−1/2),
ε_A √m_A φ_A^(−3/2) = ε_B √m_B φ_B^(−3/2).

Dividing the first by the second gives φ_A = φ_B, and then ε_A² m_A = ε_B² m_B. Conversely, these two equalities make g_A and g_B the same function, so the difference is zero at every bias. The materials need not be identical: relative permittivity 4 with mass 0.64 m_e matches permittivity 8 with mass 0.16 m_e, since 4√0.64 = 8√0.16 = 3.2, provided that the barriers are equal. This concerns the parabolic exponent only. For such a pair with 2 eV barriers and thicknesses of 0.7 and 1.9 nm, the full transmission between metal electrodes still differs by a factor of 1.33 at v = 1 eV, and the two-band dispersion given below, with gaps of 9 and 6 eV, makes the exponents differ by 0.21.

**Q:** Could it also vanish by accident at one particular bias?

**A:** Yes. With v below both barrier tops this needs p_A − p_B to change sign inside the range of w, though a sign change alone does not guarantee a zero. Take barriers of 3.0 and 1.5 eV, both masses 0.4 m_e, relative permittivities 8 and 5, and two layers of 1 nm. At w = 0 the first layer has the larger p, because 8/√3.0 = 4.6 and 5/√1.5 = 4.1. The two become equal when

64/(3.0 − w) = 25/(1.5 − w), or w = 21/39 = 0.54 eV.

Beyond that the second layer has the larger p, because its barrier is nearer to exhaustion. The difference S_AB − S_BA is +0.043 at v = 0.49 eV, passes through zero at v = 0.984 eV and is −0.23 at 1.4 eV.

If the average over the rectangle were the value at its mean, v/2, the zero would lie at 1.08 eV. It lies lower because p of the second layer curves upward more strongly, so the spread of w favours that layer. At the crossing qD, with relative permittivities, is 0.984/(1/8 + 1/5) = 3.03 eV/nm. The fields are thus 3.8 and 6.1 MV/cm. If the first permittivity is 12 instead of 8, the two p values cross only at w = 1.19 eV and the difference has no zero up to v = 4.5 eV. The zero at 0.984 eV belongs to the parabolic WKB exponent only, and differences this small are outweighed by the interface prefactor discussed below. Solving the wave equation between metal electrodes (free mass, kinetic energy 5 eV in the emitter and 5 eV + v in the collector) gives ln(T_BA/T_AB) rising from 0.02 at 0.1 eV through 0.22 at 0.984 eV to 0.30 at 1.4 eV, with no crossing. The two-band dispersion given below, with gaps of 9 eV, turns the +0.043 at 0.49 eV into −0.15.

**Q:** Give me numbers for a contact, with the arithmetic.

**A:** Take these round values for a metal–silicon contact with two oxides between:

A: φ = 3.0 eV, m = 0.5 m_e, relative permittivity 4, d = 0.8 nm.
B: φ = 1.5 eV, m = 0.2 m_e, relative permittivity 20, d = 2.0 nm.

The flat-band decay rates are κ_A = 6.275 nm⁻¹ and κ_B = 2.806 nm⁻¹, so in either order

S = 2(6.275)(0.8) + 2(2.806)(2.0) = 10.04 + 11.22 = 21.26.

Now let v = 0.6 eV. With relative permittivities, qD = 0.6/(0.8/4 + 2.0/20) = 2.0 eV/nm. This gives v_A = 0.4 eV and v_B = 0.2 eV, with fields of 5 and 1 MV/cm.

A layer entered at barrier U, with decay rate κ there and own drop u, contributes

2κd · [2U/(3u)] · [1 − (1 − u/U)^(3/2)],

which is the G formula for one layer with κ at the entrance taken out. The four contributions are:

Order AB: A entered at 3.0 eV gives 9.697; B entered at 1.1 eV gives 9.161.
Order BA: B entered at 1.5 eV gives 10.841; A entered at 2.8 eV gives 9.344.

Hence S_AB = 18.86 and S_BA = 20.19. Being second saves B 1.68 but saves A only 0.35. The difference is −1.33, and the ratio of the two factors exp(−S) is e^1.328 = 3.8 in favour of AB. The sign follows the rule: p_B is already 7.3 eV^(−1/2) at w = 0, while p_A rises only from 1.6 to 1.8 over the whole range.

**Q:** What does the small-bias formula give for the same case?

**A:** The prefactor is 0.6(0.8)(2.0)/(20·0.8 + 4·2.0) = 0.04 eV nm. The bracket is 4(6.275)/3.0 − 20(2.806)/1.5 = 8.37 − 37.41 = −29.04 per eV nm. The product is −1.16, about 12% smaller in magnitude than the full −1.33. At v = 0.1 eV the two values are −0.194 and −0.197, and the error is 2%.

The missing part comes from the growth of p with w. Evaluating the bracket at the mean w = v/2 = 0.3 eV multiplies its terms by √(3.0/2.7) and √(1.5/1.2). It becomes 8.82 − 41.83 = −33.01, and the estimate becomes −1.32.

**Q:** Is WKB good enough here? The barrier has steps, and you have dropped the prefactor.

**A:** Inside a layer WKB needs |dκ/dx|/κ² to be small. This ratio is qF/[2(φ−w)κ], with F the field. It is 0.013 at the entrance of A and 0.026 at the exit of B, both in order AB.

The steps do produce a prefactor, and it can depend on order even with flat bands. Let u_i = ħκ_i/m_i, and let c₁ and c₂ be the electron speeds in emitter and collector. At each interface ψ and ψ′/m are continuous. For waves of unit amplitude arriving at the entrance, the junction and the exit, this gives transmitted amplitudes t with

|t|² = 4c₁²/(c₁² + u_A²), 4u_A²/(u_A + u_B)², 4u_B²/(u_B² + c₂²).

Repeated reflections inside the layers are neglected. The flux ratio adds a factor c₂/c₁, so

T ≈ 64 c₁c₂ u_A² u_B² e^(−S)/[(c₁² + u_A²)(u_A + u_B)²(u_B² + c₂²)].

Exchanging A and B changes only the two outer factors:

T_AB/T_BA = (c₁² + u_B²)(c₂² + u_A²)/[(c₁² + u_A²)(c₂² + u_B²)].

This is 1 when c₁ = c₂. For a silicon-like collector with kinetic energy 0.1 eV and mass 0.9 m_e, and an emitter with 5 eV and the free mass, use squared speeds in units of 2 eV/m_e: c₁² = 5, c₂² = 0.111, u_A² = 3.0/0.5 = 6 and u_B² = 1.5/0.2 = 7.5. The ratio is 12.5(6.111)/[11(7.611)] = 0.912. Solving the wave equation numerically by transfer matrices gives 0.912 as well. So the flat-band theorem concerns the exponent, not the full transmission of a contact with unlike electrodes.

At v = 0.6 eV the same numerical solution gives T_AB/T_BA = 3.8 with a metal collector and 3.9 with the silicon-like one. Here the order effect sits almost wholly in the exponent.

**Q:** A contact carries electrons of many energies, not one.

**A:** For an electron whose energy of motion across the layers lies η below the Fermi level, both barriers are higher by η, which replaces w by w − η in h′. In this stack that weakens the order effect: the bracket shrinks in magnitude from 33 to 29 when w is reduced from 0.3 eV to zero. For the current, take S to depend only on the energy of motion across the layers, and weight exp(−S) by the net supply of electrons. At 0 K the number of occupied transverse states in the emitter is proportional to η, and the return flow from a metal collector is proportional to η − v once η exceeds v, so the weight is the smaller of η and v. This takes v to be entirely applied voltage; with a built-in part, the applied voltage replaces v in the weight. Integrating over η then lowers the current ratio from 3.8 to 3.2. Temperature matters little: going from 0 K to 300 K raises the currents by 3 to 4% and leaves the ratio at 3.2. Conserving transverse momentum instead, with a free-mass emitter, lowers the ratio only to 3.1 but cuts the current itself by a factor of about 4.

**Q:** Can I see the effect without building two stacks?

**A:** With equal electrodes, yes. Reflect the BA stack, with its potential, in a mirror. It becomes the AB stack traversed from the other side, and ∫κ dx is unchanged. Thus S_BA at drop v is the exponent of the AB stack with the polarity reversed. The order effect is the rectification of one asymmetric stack.

The mirror also shows that zero total drop is enough for equal exponents. Suppose that a fixed charge of N per unit area at the junction bends the bands. It shifts the junction potential energy by q²N/(ε_A/d_A + ε_B/d_B), which is the same in both orders. If v = 0, the two profiles are mirror images and S_AB = S_BA, though the bands are not flat. For 10¹² positive elementary charges per cm² the shift in our stack is 12 meV, and at v = 0.6 eV it changes the difference only in the third decimal.

**Q:** What happens at high bias, when a barrier falls below the electron's energy?

**A:** In order AB the layer B drops out of the exponent once v_A ≥ φ_B, because then G_B(v) = G_B(v_A). What remains is S_AB = (2/qD)G_A(v_A), while in order BA the electron still has to enter B at its full height. In our stack v_A is two thirds of v, so this needs v = 2.25 eV and a field of about 19 MV/cm in A. That is nearly twice the rough breakdown field of 10 MV/cm for thick films of such an oxide. The figure does not carry over directly to a 0.8 nm layer, but it marks the regime as one of heavy electrical stress and not of normal operation.

**Q:** How near is your example to a real contact?

**A:** The parameters are rough values for silicon dioxide (A) and hafnium dioxide (B). The total of 2.8 nm is thick for a contact meant to have low resistance. Silicon dioxide normally lies against the silicon, so electrons from the metal meet the layers in order BA. The drop v is the part of the voltage across the oxides, not the part in the silicon.

Two idealizations move the exponents most among those I have sized, each taken alone at v = 0.6 eV. The image force, estimated for two metal plates and a uniform optical permittivity of 3, lowers the exponents to 15.9 and 17.4. Two-band dispersion, κ² = 2mU(1 − U/E_g)/ħ² with gaps E_g of 9 and 6 eV and the same masses, lowers them to 16.4 and 17.4. Either correction raises the transmission by a factor of 10 to 20. The order effect is steadier: the differences are −1.46 and −0.96, or ratios of 4.3 and 2.6.

An order-dependent dipole could compete with it. A shift of 0.1 eV in φ_B changes S by about 2.806(2.0)(0.1)/1.5 = 0.37, a factor of 1.5 even with flat bands. Tunnelling through traps is left out and not sized. For direct tunnelling at a given v and E, with order-independent barriers and parabolic bands, letting the layer whose p is smaller for all w from 0 to v face the emitting electrode gives the smaller exponent. It gives more current only when the difference of exponents outweighs the prefactor: in our stack with the silicon-like collector, T_AB/T_BA stays below 1 up to v ≈ 0.04 eV. With two-band dispersion each p_i is multiplied by (1 − 2U/E_g)/√(1 − U/E_g), with U = φ_i − w, a factor that vanishes at U = E_g/2. It can reverse the ordering even when the two p values are not close: for barriers of 3.0 and 1.5 eV, gaps of 7 and 9 eV, masses 0.4 m_e, permittivities 20 and 5 and layers of 1 nm, p_A is at least 2.7 times p_B, yet at v = 0.2 eV the difference goes from +0.19 to −0.01. The numerical output below lists the main computed values.

Computed values

```
A: barrier 3.0 eV, mass 0.5 m_e, rel. permittivity 4.0, d 0.8 nm
A: flat-band kappa = 6.2746 1/nm
A: eps*sqrt(mass/phi) = 1.6330 eV^-1/2
B: barrier 1.5 eV, mass 0.2 m_e, rel. permittivity 20.0, d 2.0 nm
B: flat-band kappa = 2.8061 1/nm
B: eps*sqrt(mass/phi) = 7.3030 eV^-1/2
Flat-band parts 2*kappa*d: A 10.0393, B 11.2243
Flat-band exponent: AB 21.2636, BA 21.2636
Total drop = 0.6 eV; in A 0.4000 eV, in B 0.2000 eV
Field in A = 5.000 MV/cm; rough breakdown input 10.0 MV/cm
Field in B = 1.000 MV/cm; rough breakdown input 4.0 MV/cm
Barrier of B at its entrance: AB 1.100 eV, BA 1.500 eV
Barrier of A at its entrance: AB 3.000 eV, BA 2.800 eV
Drop (eV), S_AB, S_BA, difference, small-bias estimate:
  0.1  20.8913  21.0888  -0.1975  -0.1937
  0.3  20.1157  20.7335  -0.6177  -0.5810
  0.6  18.8576  20.1852  -1.3276  -1.1619
exp(-S) at 0.6 eV: AB 6.460e-09, BA 1.713e-09
Ratio AB/BA from the exponents = 3.772
Exact transmission ratio AB/BA (emitter kinetic energy 5 eV, mass 1 m_e):
  metal collector (5 eV + drop, 1 m_e): flat 1.0000, biased 3.829
  silicon-like collector (0.1 eV + drop, 0.9 m_e): flat 0.9124, biased 3.919
Temperature = 300 K, kT = 0.02585 eV
Energy-integrated current ratio AB/BA: 0 K 3.170, 300 K 3.190
Current at 300 K / current at 0 K: AB 1.0385, BA 1.0318
Image force (uniform optical permittivity 3.0): S_AB 15.930, S_BA 17.385, difference -1.4558
Two-band dispersion (gaps 9.0, 6.0 eV): S_AB 16.407, S_BA 17.369, difference -0.9612
Positive junction charge 1e+12 e/cm2: shift 12.06 meV, difference -1.3310
Crossing model: barriers 3.0 and 1.5 eV, masses 0.4 m_e, permittivities 8 and 5, d 1 nm
  order effect vanishes at drop 0.9842 eV
  difference at half that drop 0.04253, at 1.4 eV -0.23242
```
